# Unfolding Supercell States and Extracting Alloy Linewidths on a Random Lattice

## Two cells that already show the problem

Take a chain with one orbital per cell, hopping \(t\) and clean band \(\varepsilon=2t\cos k\), where \(k\) is in radians per cell. Raise the level of every second site by \(\Delta\). The repeating unit now has two cells, \(R=0\) and \(R=1\), with the raised site at \(R=1\). The potential couples \(k\) only to \(k+\pi\), whose clean energy is \(-\varepsilon\). Its matrix elements are

\[
\langle k|V|k\rangle=\tfrac12(0+\Delta)=\tfrac{\Delta}{2},\qquad
\langle k|V|k+\pi\rangle=\tfrac12\Delta e^{i\pi}=-\tfrac{\Delta}{2}.
\]

Measured from \(\Delta/2\), the Hamiltonian and its eigenvalues are

\[
\begin{pmatrix}\varepsilon&-\Delta/2\\-\Delta/2&-\varepsilon\end{pmatrix},
\qquad \lambda=\pm r,\quad r=\sqrt{\varepsilon^2+\Delta^2/4}.
\]

For an eigenvector \((a,b)\), the first row gives \(b/a=(\varepsilon-\lambda)/(\Delta/2)\). Since \(\Delta^2/4=(\lambda-\varepsilon)(\lambda+\varepsilon)\), the weight on \(k\) is

\[
|a|^2=\frac{\Delta^2/4}{\Delta^2/4+(\lambda-\varepsilon)^2}
=\frac{\lambda+\varepsilon}{2\lambda}
=\frac12\left(1+\frac{\varepsilon}{\lambda}\right).
\]

The naive way to draw a band structure from such states is to give each one the wavevector on which it has most weight. At \(\varepsilon=0\) both states have weight one half on both wavevectors, so the rule has no answer. Away from that point it discards the smaller weight, which records the mixing of the two wavevectors by the added potential.

Keeping all the weights works better. For \(\lambda=r\) and \(\lambda=-r\) they add to one. Their mean \(\lambda\) is \(\tfrac12(r+\varepsilon)+\tfrac12(-r+\varepsilon)=\varepsilon\), and their variance is \(r^2-\varepsilon^2=\Delta^2/4\). A general scheme should deliver these weights for any supercell and then turn them into a linewidth.

## Projectors instead of labels

Let a supercell contain \(N=L_1L_2\) primitive cells \(R\), each with \(n_b\) orthonormal orbitals \(s\). Its states obey the twisted boundary condition \(\psi(R+L_ie_i,s)=e^{i\theta_i}\psi(R,s)\), where \(e_i\) is one cell step. The primitive wavevectors that fold onto this twist are

\[
k_i=\frac{\theta_i+2\pi j_i}{L_i},\qquad j_i=0,\dots,L_i-1 .
\]

Define translations by \((T_d\psi)(R,s)=\psi(R+d,s)\). They permute the amplitudes up to phases, so they are unitary, and \(T_dT_{d'}=T_{d+d'}\). A Bloch state of wavevector \(k\) has eigenvalue \(e^{ik\cdot d}\), which suggests

\[
P_k=\frac1N\sum_d e^{-ik\cdot d}\,T_d .
\]

Each term is unchanged by \(d_i\to d_i+L_i\), because the added factor is \(e^{-ik_iL_i}e^{i\theta_i}=1\). The summation range may therefore be shifted freely. Replacing \(d\) by \(-d\) gives \(P_k^\dagger=P_k\). With \(D=d+d'\),

\[
P_kP_{k'}=\frac1{N^2}\sum_D e^{-ik'\cdot D}T_D\sum_d e^{-i(k-k')\cdot d}
=\delta_{kk'}P_k ,
\]

since the inner geometric sum is \(N\) for \(k=k'\) and zero for any other allowed pair. Similarly \(\sum_k e^{-ik\cdot d}=N\delta_{d0}\) within one supercell, so \(\sum_kP_k=T_0=1\). For \(d\neq0\), \(T_d\) has no diagonal elements, hence \(\mathrm{Tr}\,P_k=\mathrm{Tr}\,T_0/N=n_b\).

There is no need to build these matrices in a large calculation. Setting \(R'=R+d\),

\[
(P_k\psi_m)(R,s)=\frac{e^{ik\cdot R}}{\sqrt N}\,u_{ms}(k),\qquad
u_{ms}(k)=\frac1{\sqrt N}\sum_{R'}e^{-ik\cdot R'}\psi_m(R',s).
\]

The weight is the squared norm of this projection:

\[
W_m(k)=\langle m|P_k|m\rangle=\sum_s|u_{ms}(k)|^2 .
\]

Once the twist phase has been removed by multiplying \(\psi_m(R,s)\) by \(e^{-i\sum_i\theta_iR_i/L_i}\), one fast Fourier transform per state and orbital yields it for all folded wavevectors.

## What sums to one

Three sums must be kept apart. Completeness of the projectors gives \(\sum_kW_m(k)=1\) for each supercell state. Completeness of the supercell states gives \(\sum_mW_m(k)=\mathrm{Tr}\,P_k=n_b\) for each wavevector. For a normalized primitive state \(|kn\rangle\) of band \(n\),

\[
\sum_m|\langle m|kn\rangle|^2
=\langle kn|\Big(\sum_m|m\rangle\langle m|\Big)|kn\rangle=1 .
\]

This last relation is the statement that the weights sum to one per primitive band. It holds for any disorder, but it needs all the eigenstates and an orthonormal basis. With overlapping orbitals the overlap matrix must enter the scalar products. Inside a degenerate level the individual weights depend on the chosen eigenvectors, while their sum, the trace of \(P_k\) over the level, does not.

In the clean crystal, \(\langle kn|H_0|m\rangle\) can be evaluated to the left or to the right, so \((E_m-\varepsilon_{kn})\langle kn|m\rangle=0\). Weight then sits only at primitive band energies, and the folded copies vanish from the picture. On a \(3\times4\) supercell with random levels, projectors built from explicit translation matrices gave the same weights as the Fourier route, and the band sums differed from one by at most \(2\times10^{-15}\).

## The variance is not the linewidth

Let each site independently be a guest with probability \(x\), with level shift \(v=\Delta\) for a guest and \(v=0\) for a host. The spectral function of a band state is

\[
A_n(k,E)=\Big\langle\sum_m|\langle m|kn\rangle|^2\,\delta(E-E_m)\Big\rangle ,
\]

where the outer brackets average over alloys. It is tempting to read the broadening from its variance. The moments follow from \(\sum_m|\langle m|kn\rangle|^2E_m^p=\langle kn|(H_0+V)^p|kn\rangle\). Because \(v^2=\Delta v\), the averages of \(V\) and \(V^2\) in the Bloch state are \(x\Delta\) and \(x\Delta^2\). Hence

\[
\bar E=\varepsilon_{kn}+x\Delta,
\]
\[
\overline{E^2}-\bar E^2
=\varepsilon_{kn}^2+2\varepsilon_{kn}x\Delta+x\Delta^2-(\varepsilon_{kn}+x\Delta)^2
=x(1-x)\Delta^2\equiv s^2 .
\]

The variance is the same for every \(k\), every band and every hopping strength. It therefore cannot contain the density of states into which a carrier scatters, and it is no measure of lifetime. A small weight far from the mean can dominate it: ten per cent of the weight at 160 meV from the mean would contribute 2560 meV².

For \(x=0.25\) and \(\Delta=120\) meV, \(s^2=0.1875\times14400=2700\) meV² and \(s=52\) meV. Summing over all 256 configurations of an eight-site cell, with their probabilities, also gave 2700 meV². If the guest fraction is fixed at \(x\) on each sublattice, the averages of \(V\) and \(V^2\) take the same values in every configuration, so both moments hold sample by sample.

## From weights to a self-energy

A finite supercell has discrete levels, so its spectral function is a set of spikes. Replacing \(E\) by \(z=E+i\eta\) smooths them but adds a width \(2\eta\). To separate this from the alloy width, keep the amplitudes and form the averaged Green matrix

\[
G_{ss'}(k,z)=\Big\langle\sum_m\frac{u_{ms}(k)\,u_{ms'}^*(k)}{z-E_m}\Big\rangle .
\]

The ensemble average restores translation symmetry, so different \(k\) do not mix. The self-energy is defined by \(G=[z-H_0(k)-\Sigma(k,z)]^{-1}\), and inversion gives

\[
\Sigma(k,z)=z-H_0(k)-G(k,z)^{-1},\qquad \Gamma=-2\,\mathrm{Im}\,\Sigma .
\]

The explicit \(i\eta\) drops out here, although \(\Sigma\) is still evaluated at \(z\). Any theory should be compared at that same \(z\). Averages must be taken of \(G\) before inversion: the inverse for a single configuration is not the quantity defined above.

Below, the diagonal elements of \(\Sigma\) are averaged over the folded wavevectors and over both sublattices. This reduces sampling noise, but it also removes any part of \(\Sigma\) that connects different cells, since \(e^{ik\cdot D}\) averages to zero for \(D\neq0\). The result is the site-local width.

The width of a single line provides a second reading. On the real axis near a well-separated peak \(E_0=\varepsilon_{kn}+\mathrm{Re}\,\Sigma(E_0)\), let \(\mathrm{Re}\,\Sigma\) vary linearly and take \(\Gamma\) as constant; here \(\Gamma\) is the value for \(\eta\to0\). With \(Z=(1-d\,\mathrm{Re}\,\Sigma/dE)^{-1}\), continuation to \(z\) gives \(\Sigma(z)\simeq\mathrm{Re}\,\Sigma(E_0)+(1-1/Z)(z-E_0)-i\Gamma/2\), and therefore

\[
z-\varepsilon_{kn}-\Sigma\simeq\frac1Z\left[E-E_0+i\left(\eta+\frac{Z\Gamma}{2}\right)\right].
\]

The full width at half maximum is \(2\eta+Z\Gamma\). Subtracting \(2\eta\) thus returns \(Z\Gamma\), which equals \(\Gamma\) only if \(Z=1\).

## Weak disorder, dilute guests and the coherent medium

For weak disorder, move the mean shift \(x\Delta\) into the energy and write \(w_i=v_i-x\Delta\). Then \(\langle w_i\rangle=0\) and \(\langle w_iw_j\rangle=s^2\delta_{ij}\). The first surviving term in the expansion of the averaged Green function is \(G_0\langle wG_0w\rangle G_0\), so

\[
\Sigma\simeq x\Delta+s^2g_0(E-x\Delta).
\]

Here \(g_0\) is the clean on-site Green function. With \(\mathrm{Im}\,g_0=-\pi\rho\) and \(\rho\) the density of states per site,

\[
\Gamma\simeq2\pi x(1-x)\Delta^2\rho(E-x\Delta).
\]

This requires \(\Delta|g_0|\ll1\). When that fails, repeated scattering on the same site matters. The coherent-potential approximation (CPA) embeds one real site in a medium with site-local self-energy \(\Sigma\) and requires its average scattering to vanish:

\[
\Big\langle\frac{v-\Sigma}{1-(v-\Sigma)g}\Big\rangle=0,\qquad
g_s=\frac1{N_k}\sum_k\big[(z-H_0(k)-\Sigma)^{-1}\big]_{ss},
\]

with one such condition per sublattice and \(N_k\) wavevectors in the sum. Expanding in small \(v-\Sigma\) gives \(\Sigma\simeq x\Delta+s^2g\), the previous limit.

The dilute limit is different. To first order in \(x\), the host term is \(-\Sigma\) and the guest term is \(x\Delta/(1-\Delta g_0)\), so

\[
\Sigma\simeq\frac{x\Delta}{1-\Delta g_0},\qquad
\Gamma\simeq\frac{2\pi x\Delta^2\rho}{|1-\Delta g_0|^2}.
\]

The denominator reduces the width where \(\Delta\,\mathrm{Re}\,g_0\le0\) and can enhance it near \(\Delta\,\mathrm{Re}\,g_0=1\), where a guest scatters resonantly. The weak-disorder formula misses both effects.

## A mixed molecular layer

Consider a layer with two inequivalent molecules per cell, A and B, and cell edges of 0.60 and 0.78 nm. Energies are hole energies. The levels are 0 and 30 meV, the hopping between like molecules along the short edge is 35 meV, and the two diagonal hoppings are \(t_1=80\) and \(t_2=-50\) meV. In the Bloch Hamiltonian each diagonal element is its level plus \(70\cos k_x\) meV, and up to a phase the coupling is

\[
h_{AB}=2t_1\cos\frac{k_x+k_y}{2}+2t_2\cos\frac{k_x-k_y}{2}.
\]

Ten random supercells of \(18\times18\) cells, or 648 molecules, were diagonalized with \(x=0.25\), \(\Delta=120\) meV and \(\eta=10\) meV. At \(k=(2.16,-1.27)\) the clean bands lie at −182.9 and 135.7 meV. The unfolded lower band has mean \(-182.9+30=-152.9\) meV, as the first moment demands. Its peak lies at −162 meV on a 3 meV energy grid, so the line is not symmetric about its mean.

The sum rule exposes incomplete calculations. The lowest half of the states carries 0.983 of the lower band's weight at this \(k\), but only 0.028 of the upper band's.

The widths at three energies, all with \(\eta=10\) meV, are:

| Energy (meV) | −150 | −50 | 50 |
|---|---:|---:|---:|
| \(\Gamma\), supercells (meV) | 11.7 | 16.6 | 29.0 |
| \(\Gamma\), CPA (meV) | 12.0 | 16.5 | 29.3 |
| \(\Gamma\), weak disorder (meV) | 18.7 | 25.4 | 43.6 |

For \(E=-150\) meV the weak-disorder formula needs the clean density of states at \(E-x\Delta=-180\) meV, which is 1.1 per eV and site, so its value is \(2\pi\times2700\times0.0011\simeq18.7\) meV. It exceeds the CPA width by about 56 per cent, and by about half at the other two energies. For \(\Delta=1\) meV, with \(x\) and \(\eta\) unchanged, the two theories agreed within one per cent at all three energies. The gap at 120 meV therefore comes from the higher-order scattering that the CPA retains.

For these ten alloys the supercell widths lie within 3 per cent of the CPA values; another set of ten can move them by one or two tenths of a meV. Solving the CPA on the supercell's own wavevectors gives 11.7, 16.7 and 29.3 meV, so the finite grid alone shifts the widths by up to about 0.3 meV. This agreement concerns the site-local part of \(\Sigma\).

The line at the chosen \(k\) does not rely on the average over wavevectors. Its full width is 31.7 meV, against 31.8 meV in the CPA. Subtracting \(2\eta=20\) meV leaves 11.7 meV, close to the CPA value \(\Gamma=11.6\) meV at the peak with \(\eta\) lowered to 0.5 meV. Strictly, the subtraction returns \(Z\Gamma\). In the CPA the same subtraction gives 11.8 meV on the 3 meV grid, whose interpolation is good to about 0.1 meV. This is within 3 per cent of \(\Gamma\), so the distinction matters little here. Agreement this close is partly luck: the width of a single line averaged over ten samples can shift by one or two meV when other random alloys are drawn, whereas the widths in the table are steadied by the average over wavevectors. The variance would have suggested something else: a Gaussian with \(s=52\) meV has a full width of \(2\sqrt{2\ln2}\,s\simeq122\) meV.

Time evolution needs no \(\eta\). If the averaged amplitude of the Bloch state decays as \(e^{-\Gamma t/2\hbar}\), its fall from 0.875 at 15 fs to 0.588 at 60 fs gives

\[
\Gamma=\frac{2\hbar}{45\ \mathrm{fs}}\ln\frac{0.875}{0.588}\simeq11.6\ \mathrm{meV}.
\]

This value comes from the same alloys as the line, so it shares their sampling error and is not an independent confirmation. With the linewidth of 11.7 meV found above, the lifetime is \(\hbar/\Gamma\simeq56\) fs. The band slope of 78.6 meV nm gives a mean free path of \(78.6/11.7\simeq6.7\) nm, shorter than the 10.8 nm supercell edge but not by a wide margin. A much weaker alloy would need a larger supercell. These are decay scales of a Bloch state; a mobility would also require the thermal occupation and the angular dependence of scattering.

## How far the model is from a real layer

The hoppings of tens of meV place the example in the rough regime of pentacene layers, but all parameters are round model values. The 120 meV shift stands for a guest close in level to its host, and a chemically less similar guest may differ by more. At room temperature the hoppings are not rigid, because the molecules move. A rough thermal spread of 20 meV on every hopping, treated as static and added to four further alloy supercells, raises the three site-local widths to 28.7, 38.7 and 58.4 meV, roughly 2 to 2.5 times the alloy values; with four samples these figures can shift by about 1 meV. Random hopping also gives \(\Sigma\) a part that connects different cells, which the site-local average removes, so a single line can widen by a different factor. In such a layer the alloy width alone would not describe the line at 300 K. Molecular vibrations also matter: a relaxation energy of 50 meV and a vibration quantum of 170 meV, both rough, multiply the hoppings by \(e^{-50/170}=0.745\) in the limit where the vibration is fast compared with the motion across the band. That limit is not reached here: the clean bands span about 520 meV, from −315 to 208 meV, against a quantum of 170 meV, so the low-lying states narrow much less than this. If all band energies did shrink by the full factor at fixed disorder, the density of states, and with it the weak-disorder width, would rise by about a third at corresponding energies. More important for the widths, a hole more than one quantum above the band bottom can emit a vibration. With a squared coupling of \(50\times170=8500\) meV² and a density of states near 1 per eV and site, this channel alone gives \(2\pi\times8500\times0.001\simeq53\) meV, more than the alloy widths at −50 and 50 meV. Guest clustering, guest-dependent hopping, motion between layers and interactions between holes are not included. The numerical output lists the remaining inputs and intermediate values.

## Numbers as computed

```
molecular levels A, B: 0.0 30.0 meV
hoppings row, diagonal 1, 2: 35.0 80.0 -50.0 meV
cell edges: 0.60 0.78 nm
guest fraction: 0.25; guest level shift: 120.0 meV
supercell: 18 x 18 cells, 648 molecules
alloy samples: 10; numerical half width eta: 10.0 meV
supercell twist phases: 1.1 2.3 rad
largest error of band weight sums, 3 x 4 cell: 1.8e-15
enumerated variance, 8 sites: 2700.0 meV^2
x(1-x)Delta^2: 2700.0 meV^2
root of variance: 51.96 meV
chosen k: 2.1555 -1.2685 rad per cell
clean band energies at chosen k: -182.9 135.7 meV
mean of unfolded lower band: -152.9 meV
variance of unfolded lower band: 2700.0 meV^2
weight sums, all states: 1.000000
weight kept by lowest half of states, lower band: 0.983
weight kept by lowest half of states, upper band: 0.028
energies for self-energy widths: -150.0 -50.0 50.0 meV
density of states per site: 1.1 1.5 2.6 per eV
Gamma, unfolded supercells: 11.7 16.6 29.0 meV
Gamma, CPA infinite lattice: 12.0 16.5 29.3 meV
Gamma, CPA on supercell k-grid: 11.7 16.7 29.3 meV
Gamma, weak-disorder formula: 18.7 25.4 43.6 meV
peak of lower band, supercell and CPA: -162.0 -162.0 meV
full width with eta, supercell: 31.7 meV
full width with eta, CPA: 31.8 meV
supercell linewidth less 2 eta: 11.7 meV
CPA Gamma at its peak, eta 0.5 meV: 11.6 meV
amplitude at 15.0 and 60.0 fs: 0.875 0.588
Gamma from amplitude decay: 11.6 meV
lifetime hbar/linewidth: 56.2 fs
band slope at chosen k: 78.6 meV nm
mean free path: 6.71 nm
shorter supercell edge: 10.8 nm
temperature: 300.0 K; thermal energy: 25.9 meV
rough thermal hopping spread: 20.0 meV
samples with hopping spread: 4
Gamma, alloy plus hopping spread: 28.7 38.7 58.4 meV
rough relaxation energy, vibration: 50.0 170.0 meV
vibrational hopping factor: 0.745
```
